# A failing check and its repair

Subject: The 1s contraction error in two-component calculations on one-electron mercury.

```python
"""
Result under test: for a one-electron ion, the exactly decoupled (X2C) matrix h
in primitive s Gaussians, contracted to the nonrelativistic 1s vector c, lies
above its own lowest eigenvalue E_0 by
    dE = sum_k |<k|c>|^2 (E_k - E_0) >= 0,
and for small a = Z*alpha
    dE/(m c^2) = K a^5 + (1/4) a^6 ln(1/a) + O(a^6),
where K is a momentum integral.
Symbols: S overlap, T kinetic, V nuclear attraction, W = <sp V sp>/(4 m^2 c^2)
with sp = sigma.p; E excludes the rest energy. Energies in eV, lengths in pm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, solve_triangular
from scipy.special import erf

mc2 = sc.m_e * sc.c**2 / sc.e
hc = sc.hbar * sc.c / sc.e * 1e12
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e12
alpha = coulomb / hc
a0 = hc**2 / (mc2 * coulomb)
hartree = coulomb / a0
T_MIN = 0.015          # smallest exponent in units of (Z/a0)^2


def exponents(Z, ratio, n):
    return T_MIN * ratio ** np.arange(n) * (Z / a0) ** 2


def primitive_matrices(Z, zeta, rms):
    """Normalized s Gaussians; rms = 0 is a point nucleus, else Gaussian charge."""
    nu = np.inf if rms == 0 else 1.5 / rms**2
    norm = (2 * zeta / np.pi) ** 0.75
    N = np.outer(norm, norm)
    ab = np.outer(zeta, zeta)
    p = zeta[:, None] + zeta[None, :]
    g = 1 / np.sqrt(1 + p / nu)
    S = N * (np.pi / p) ** 1.5
    T = N * 3 * hc**2 / mc2 * ab * np.pi**1.5 / p**2.5
    V = -N * Z * coulomb * 2 * np.pi * g / p
    W = (-N * Z * coulomb * (hc / mc2) ** 2 * ab * 2 * np.pi * g
         * (1 / p**2 + 1 / (2 * p * (p + nu))))
    return S, T, V, W


def solve_ion(Z, ratio=2.0, n=33, rms=0.0):
    zeta = exponents(Z, ratio, n)
    S, T, V, W = primitive_matrices(Z, zeta, rms)
    one = np.eye(n)
    chol_S = np.linalg.cholesky(S)
    chol_T = np.linalg.cholesky(T)
    inv_S = solve_triangular(chol_S, one, lower=True)
    inv_T = solve_triangular(chol_T, one, lower=True)
    root_T = inv_S @ chol_T
    Pi = np.sqrt(2 * mc2) * root_T
    kin = root_T @ root_T.T
    pot = inv_S @ V @ inv_S.T
    pot = (pot + pot.T) / 2
    low = 2 * mc2 * inv_T @ W @ inv_T.T
    low = (low + low.T) / 2 - 2 * mc2 * one
    dirac = np.block([[pot, Pi], [Pi.T, low]])
    e_nr, v_nr = eigh(kin + pot)
    c = v_nr[:, 0]
    e, v = eigh(dirac)
    assert e[n - 1] < -mc2 < e[n]
    A, B, E = v[:n, n:], v[n:, n:], e[n:]
    left, _, right = np.linalg.svd(A)
    weights = ((left @ right).T @ c) ** 2
    return dict(zeta=zeta, chol_S=chol_S, pot=pot, kin=kin, Pi=Pi, low=low,
                W=inv_S @ W @ inv_S.T, dirac=dirac, c=c, e_nr=e_nr[0],
                A=A, B=B, E=E, weights=weights,
                dE=float(np.sum(weights * (E - E[0]))))


def inverse_root(M):
    e, v = eigh((M + M.T) / 2)
    return (v / np.sqrt(e)) @ v.T


Z = 80
a = Z * alpha
rms = 5.5e-3           # pm, rough radius of a mercury nucleus

# Gaussian integrals against radial quadrature, with an extended nucleus
zt = exponents(Z, 2.0, 33)
mats = primitive_matrices(Z, zt, rms)
i, j = 22, 24
za, zb = zt[i], zt[j]
scale = 1 / np.sqrt(za + zb)
nn = (4 * za * zb / np.pi**2) ** 0.75


def radial(f):
    def integrand(x):
        r = x * scale
        return 4 * np.pi * r**2 * nn * np.exp(-x**2) * f(r) * scale
    return quad(integrand, 0, 9, epsabs=0, epsrel=1e-11, limit=200)[0]


def v_nuc(r):
    return -Z * coulomb * erf(np.sqrt(1.5) * r / rms) / r


def grad2(r):
    return 4 * za * zb * r**2


direct = [radial(lambda r: 1.0),
          radial(lambda r: hc**2 / (2 * mc2) * grad2(r)),
          radial(v_nuc),
          radial(lambda r: (hc / (2 * mc2)) ** 2 * grad2(r) * v_nuc(r))]
for value, matrix in zip(direct, mats):
    assert abs(value / matrix[i, j] - 1) < 1e-8

# Mercury: uncontracted result and closed-form references
hg = solve_ion(Z)
n = len(hg["c"])
c, E0, dE = hg["c"], hg["E"][0], hg["dE"]
nr_exact = -Z**2 * hartree / 2
dirac_exact = mc2 * (np.sqrt(1 - a**2) - 1)
assert abs(hg["e_nr"] / nr_exact - 1) < 2e-5
assert abs(E0 - dirac_exact) < 5.0      # finite basis at a singular origin

# Explicit X2C matrix, then contraction
X = np.linalg.solve(hg["A"].T, hg["B"].T).T
R = inverse_root(np.eye(n) + X.T @ X)
PX = hg["Pi"] @ X
h = R @ (hg["pot"] + PX + PX.T + X.T @ hg["low"] @ X) @ R
h = (h + h.T) / 2
E_contracted = c @ h @ c
assert abs(eigh(h, eigvals_only=True)[0] - E0) < 0.05
assert abs(E_contracted - E0 - dE) < 0.05   # rounding of large matrix entries
assert dE > 0

# Eriksen transformation from a Newton sign iteration, without eigenvectors of D
sign = (hg["dirac"] + mc2 * np.eye(2 * n)) / mc2
for _ in range(60):
    sign = (sign + np.linalg.inv(sign)) / 2
beta = np.diag(np.r_[np.ones(n), -np.ones(n)])
bs = beta @ sign
U = (np.eye(2 * n) + bs) @ inverse_root(2 * np.eye(2 * n) + bs + bs.T)
h_eriksen = (U @ hg["dirac"] @ U.T)[:n, :n]
E_eriksen = c @ h_eriksen @ c
assert abs(E_eriksen - E_contracted) < 0.1

# Another basis over the same exponent range
other = solve_ion(Z, ratio=2.2, n=29)
assert abs(other["dE"] / dE - 1) < 3e-3

# Contracting the Dirac matrix first: one large and one small function
t1, v1, w1 = (c @ hg[key] @ c for key in ("kin", "pot", "W"))
small = np.array([[v1, np.sqrt(2 * mc2 * t1)],
                  [np.sqrt(2 * mc2 * t1), 2 * mc2 * w1 / t1 - 2 * mc2]])
E_first = np.linalg.eigvalsh(small)[1]
E_first_formula = mc2 * (np.sqrt(1 + a**2) - 1 - a**2)
assert abs(E_first - E_first_formula) < 10.0  # 1e-4 of the level: basis error


# Weak-field coefficient from the momentum integral (cancellation removed)
def tail_density(q):
    eps = np.sqrt(1 + q * q)
    A = np.sqrt((eps + 1) / (2 * eps))
    diff = (eps**2 + 4 * eps - 1) / (2 * eps * (eps + 1) * (A * (eps + 1) + 2))
    return diff**2 / (eps + 1)


K = 8 / np.pi * quad(tail_density, 0, np.inf, epsabs=1e-12)[0]
Z_scan = np.array([2, 3, 4, 5, 6, 8])
a_scan = Z_scan * alpha
reduced = np.array([solve_ion(int(z))["dE"] for z in Z_scan]) / (mc2 * a_scan**5)
K_fit = np.polyfit(a_scan, reduced - a_scan * np.log(1 / a_scan) / 4, 2)[-1]
K_nolog = np.polyfit(a_scan, reduced, 2)[-1]
assert abs(K_fit / K - 1) < 0.02        # truncated series in a and ln a

# Release primitives one by one beside the contracted function
space = [c]
released = []
for _ in range(3):
    trials = []
    for k in range(n):
        Q, _r = np.linalg.qr(np.column_stack(space + [hg["chol_S"][k, :]]))
        trials.append(np.linalg.eigvalsh(Q.T @ h @ Q)[0] if
                      abs(_r[-1, -1]) > 1e-6 else np.inf)
    best = int(np.argmin(trials))
    space.append(hg["chol_S"][best, :])
    released.append((hg["zeta"][best] * a0**2, trials[best] - E0))
assert dE > released[0][1] > released[1][1] > released[2][1] > -0.05

# Neglected effects
finite = solve_ion(Z, rms=rms)
screened = solve_ion(Z - 5 / 16)
lost = 1 - hg["weights"][0]
terms = hg["weights"] * (hg["E"] - E0)

print(f"m c^2 = {mc2:.2f} eV")
print(f"Z = {Z}, Z*alpha = {a:.6f}")
print(f"number of s primitives = {n}, exponent ratio = 2")
print(f"smallest exponent = {hg['zeta'][0]*a0**2:.1f} a0^-2")
print(f"largest exponent = {hg['zeta'][-1]*a0**2:.3e} a0^-2")
print(f"nonrelativistic 1s, basis = {hg['e_nr']:.2f} eV")
print(f"nonrelativistic 1s, closed form = {nr_exact:.2f} eV")
print(f"Dirac 1s, closed form = {dirac_exact:.2f} eV")
print(f"uncontracted X2C 1s = {E0:.2f} eV")
print(f"contracted X2C 1s = {E_contracted:.2f} eV")
print(f"contracted, Eriksen route = {E_eriksen:.2f} eV")
print(f"upward contraction error = {dE:.2f} eV")
print(f"upward contraction error = {dE/hartree:.3f} hartree")
print(f"error / |uncontracted energy| = {100*dE/abs(E0):.3f} %")
print(f"error / relativistic lowering = {100*dE/(hg['e_nr']-E0):.2f} %")
print(f"error in the second basis = {other['dE']:.2f} eV")
print(f"weight outside relativistic 1s = {100*lost:.4f} %")
print(f"mean excitation of that weight = {dE/lost:.0f} eV")
print(f"error share from E_k > 0 = {100*terms[hg['E']>0].sum()/dE:.2f} %")
print(f"error share from E_k > m c^2 = {100*terms[hg['E']>mc2].sum()/dE:.2f} %")
print(f"contract first, numerical = {E_first:.2f} eV")
print(f"contract first, closed form = {E_first_formula:.2f} eV")
print(f"contract first, minus X2C 1s = {E_first-E0:.2f} eV")
for count, (expo, left_over) in enumerate(released, 1):
    print(f"released {count}: exponent {expo:.4g} a0^-2, error {left_over:.2f} eV")
for name, charge in (("Zn", 30), ("Cd", 48)):
    print(f"error for one-electron {name} (Z={charge}) = "
          f"{solve_ion(charge)['dE']:.3f} eV")
print(f"K from momentum integral = {K:.5f}")
print(f"K extrapolated, log removed = {K_fit:.5f}")
print(f"K extrapolated, log ignored = {K_nolog:.5f}")
for z, value in zip(Z_scan, reduced):
    print(f"dE/(m c^2 a^5) at Z={z}: {value:.5f}")
print(f"dE/(m c^2 a^5) at Z={Z}: {dE/(mc2*a**5):.5f}")
print(f"K a^5 m c^2 for Hg = {K*a**5*mc2:.1f} eV")
print(f"log term for Hg = {a**6*np.log(1/a)/4*mc2:.1f} eV")
print(f"assumed nuclear rms radius = {rms*1e3:.1f} fm (rough)")
print(f"nuclear-size shift of X2C 1s = {finite['E'][0]-E0:.2f} eV")
print(f"contraction error, finite nucleus = {finite['dE']:.2f} eV")
print(f"QED scale (alpha/pi) a^4 m c^2 = {alpha/np.pi*a**4*mc2:.0f} eV")
recoil = abs(E0) * sc.m_e / (200 * sc.atomic_mass)
print(f"recoil scale, mass 200 u = {recoil:.2f} eV")
print(f"1s-1s repulsion, nonrelativistic = {5/8*Z*hartree:.0f} eV")
print(f"contraction error at Z-5/16 = {screened['dE']:.2f} eV")
print("finished without a failed check")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 174, in <module>
    assert abs(K_fit / K - 1) < 0.02        # truncated series in a and ln a
           ^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault was in the physics of the weak-field coefficient K. The old integral took the high-momentum tail from the free-particle Foldy–Wouthuysen transformation with the potential added to first order, but the X2C (Eriksen) transformation itself depends on the potential, and at p ~ mc this changes the tail at the same order. K now comes from the X2C tail, obtained by expanding the decoupling condition and the renormalization to first order in V; the old integral is kept only as a printed comparison. The extrapolation test, its charges and its 2 % tolerance are unchanged, and a new test checks the corrected tail on a numerically decoupled two-momentum Dirac matrix.

The change:

```diff
@@ -6,5 +6,8 @@
 and for small a = Z*alpha
     dE/(m c^2) = K a^5 + (1/4) a^6 ln(1/a) + O(a^6),
-where K is a momentum integral.
+    K = (8/pi) Int_0^inf dq D(q)^2/(eps+1),  eps = sqrt(1+q^2), q = p/(m c),
+    D = 1/((eps+1)*(1+sqrt(2 eps/(eps+1)))).
+D is the difference of the X2C and Schroedinger momentum tails per unit of
+-V(p) phi(0)/(m c^2).
 Symbols: S overlap, T kinetic, V nuclear attraction, W = <sp V sp>/(4 m^2 c^2)
 with sp = sigma.p; E excludes the rest energy. Energies in eV, lengths in pm.
@@ -158,13 +161,39 @@
 
 
-# Weak-field coefficient from the momentum integral (cancellation removed)
-def tail_density(q):
+# Difference of the X2C and Schroedinger tails at momentum q
+def tail_difference(q):
+    eps = np.sqrt(1 + q * q)
+    return 1 / ((eps + 1) * (1 + np.sqrt(2 * eps / (eps + 1))))
+
+
+def free_tail_difference(q):
+    """Same, for the free-particle transformation with V to first order."""
     eps = np.sqrt(1 + q * q)
     A = np.sqrt((eps + 1) / (2 * eps))
-    diff = (eps**2 + 4 * eps - 1) / (2 * eps * (eps + 1) * (A * (eps + 1) + 2))
-    return diff**2 / (eps + 1)
-
-
-K = 8 / np.pi * quad(tail_density, 0, np.inf, epsabs=1e-12)[0]
+    return ((eps**2 + 4 * eps - 1)
+            / (2 * eps * (eps + 1) * (A * (eps + 1) + 2)))
+
+
+def coefficient(difference):
+    return 8 / np.pi * quad(
+        lambda q: difference(q)**2 / (np.sqrt(1 + q * q) + 1),
+        0, np.inf, epsabs=1e-12)[0]
+
+
+# Tail against a decoupled Dirac matrix with two momenta, 0 and q, weakly
+# coupled by v; order of states: large(0), large(q), small(0), small(q)
+v = 1e-5
+for q in (0.5, 1.0, 3.0):
+    two = np.array([[0, v, 0, 0], [v, 0, 0, q],
+                    [0, 0, -2, v], [0, q, v, -2]], dtype=float)
+    vectors = np.linalg.eigh(two)[1][:, 2:]
+    left, _, right = np.linalg.svd(vectors[:2, :])
+    state = (left @ right)[:, 0]
+    tail = -state[1] / (v * state[0])
+    assert abs(tail - 2 / q**2 - tail_difference(q)) < 1e-6
+
+# Weak-field coefficient against extrapolated matrix calculations
+K = coefficient(tail_difference)
+K_free = coefficient(free_tail_difference)
 Z_scan = np.array([2, 3, 4, 5, 6, 8])
 a_scan = Z_scan * alpha
@@ -225,4 +254,5 @@
 print(f"K extrapolated, log removed = {K_fit:.5f}")
 print(f"K extrapolated, log ignored = {K_nolog:.5f}")
+print(f"coefficient with free-particle transformation = {K_free:.5f}")
 for z, value in zip(Z_scan, reduced):
     print(f"dE/(m c^2 a^5) at Z={z}: {value:.5f}")
```

After the repair:

```
m c^2 = 510998.95 eV
Z = 80, Z*alpha = 0.583788
number of s primitives = 33, exponent ratio = 2
smallest exponent = 96.0 a0^-2
largest exponent = 4.123e+11 a0^-2
nonrelativistic 1s, basis = -87076.44 eV
nonrelativistic 1s, closed form = -87076.44 eV
Dirac 1s, closed form = -96115.84 eV
uncontracted X2C 1s = -96115.84 eV
contracted X2C 1s = -90437.68 eV
contracted, Eriksen route = -90437.68 eV
upward contraction error = 5678.16 eV
upward contraction error = 208.668 hartree
error / |uncontracted energy| = 5.908 %
error / relativistic lowering = 62.82 %
error in the second basis = 5678.16 eV
weight outside relativistic 1s = 2.9996 %
mean excitation of that weight = 189298 eV
error share from E_k > 0 = 85.60 %
error share from E_k > m c^2 = 16.51 %
contract first, numerical = -93449.31 eV
contract first, closed form = -93449.31 eV
contract first, minus X2C 1s = 2666.53 eV
released 1: exponent 4.915e+04 a0^-2, error 2762.65 eV
released 2: exponent 6144 a0^-2, error 1648.52 eV
released 3: exponent 7.864e+05 a0^-2, error 537.89 eV
error for one-electron Zn (Z=30) = 39.497 eV
error for one-electron Cd (Z=48) = 420.294 eV
K from momentum integral = 0.11536
K extrapolated, log removed = 0.11536
K extrapolated, log ignored = 0.11910
coefficient with free-particle transformation = 0.16468
dE/(m c^2 a^5) at Z=2: 0.12633
dE/(m c^2 a^5) at Z=3: 0.12968
dE/(m c^2 a^5) at Z=4: 0.13247
dE/(m c^2 a^5) at Z=5: 0.13484
dE/(m c^2 a^5) at Z=6: 0.13690
dE/(m c^2 a^5) at Z=8: 0.14031
dE/(m c^2 a^5) at Z=80: 0.16387
K a^5 m c^2 for Hg = 3997.1 eV
log term for Hg = 2721.8 eV
assumed nuclear rms radius = 5.5 fm (rough)
nuclear-size shift of X2C 1s = 54.76 eV
contraction error, finite nucleus = 5626.80 eV
QED scale (alpha/pi) a^4 m c^2 = 138 eV
recoil scale, mass 200 u = 0.26 eV
1s-1s repulsion, nonrelativistic = 1361 eV
contraction error at Z-5/16 = 5563.10 eV
finished without a failed check
```
